# Compensation-Charge Shape in the Hartree Energy: PAW versus Ultrasoft Pseudopotentials

**Q:** My PAW calculation replaces the true augmentation charge around each nucleus by a smooth blob. What is that blob supposed to repair?

**A:** It repairs the electrostatic field seen outside the atom. Take one augmentation sphere of radius $r_c$. The all-electron valence density is

$$n=\tilde n+n^1-\tilde n^1 .$$

Here $\tilde n$ is the smooth density, defined everywhere. The on-site densities are built from all-electron partial waves $\phi_i$ and pseudo partial waves $\tilde\phi_i$ and are cut off at $r_c$:

$$n^1=\sum_{ij}\rho_{ij}\,\phi_i\phi_j,\qquad \tilde n^1=\sum_{ij}\rho_{ij}\,\tilde\phi_i\tilde\phi_j .$$

The occupancies $\rho_{ij}$ come from projecting the smooth wavefunctions onto the sphere. I use real partial waves.

Inside the sphere $\tilde n$ generally holds the wrong charge, dipole, quadrupole and so on. The compensation charge $\hat n$ corrects these:

$$\int r^L Y_{LM}\,\hat n\,d^3r=\int r^L Y_{LM}\,(n^1-\tilde n^1)\,d^3r .$$

This is required for every $L,M$ present in $n^1-\tilde n^1$. With s and p waves, $L$ goes up to 2. The radial form of $\hat n$ is otherwise free, provided it lies inside the sphere.

**Q:** Correct multipoles give the correct field outside. But the Hartree energy also contains the interaction inside, where the blob has the wrong shape. Why is that harmless?

**A:** Because the blob enters twice, with opposite signs. Define, for electron number densities,

$$(a|b)=\frac{e^2}{4\pi\varepsilon_0}\iint\frac{a(\mathbf r)\,b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$

and three charges:

$$A=\tilde n+\hat n,\qquad C=\tilde n^1+\hat n,\qquad B=n^1 .$$

$A$ is handled on the plane-wave grid, $B$ and $C$ on the radial grid. Since $\hat n$ drops out of $A-C$,

$$n=A+D,\qquad D=B-C .$$

$D$ lies inside the sphere, and by the choice of $\hat n$ it has no multipoles. Its potential energy function for $r\ge r_c$ is

$$v_D(\mathbf r)=\frac{e^2}{4\pi\varepsilon_0}\sum_{LM}\frac{4\pi}{2L+1}\frac{Y_{LM}(\hat{\mathbf r})}{r^{L+1}}\int r'^L Y_{LM}(\hat{\mathbf r}')\,D(\mathbf r')\,d^3r'=0 .$$

Now expand the Hartree energy:

$$E_H[n]=\tfrac12(A+D|A+D)=\tfrac12(A|A)+(A|D)+\tfrac12(D|D).$$

The middle term is $\int A\,v_D\,d^3r$, and $v_D$ vanishes outside the sphere. If the projection is complete, meaning $\tilde n=\tilde n^1$ inside, then $A=C$ there and $(A|D)=(C|D)$. Inserting $D=B-C$ gives

$$\begin{aligned}
(C|D)+\tfrac12(D|D)&=(C|B)-(C|C)+\tfrac12(B|B)-(B|C)+\tfrac12(C|C)\\
&=\tfrac12(B|B)-\tfrac12(C|C).
\end{aligned}$$

The PAW Hartree energy is therefore

$$E=\tfrac12(A|A)-\tfrac12(C|C)+\tfrac12(B|B),$$

and under the stated conditions it equals $E_H[n]$, which does not contain $\hat n$ at all.

**Q:** Can you show the cancellation directly, by deforming the blob?

**A:** Replace $\hat n$ by $\hat n+\delta$, where $\delta$ lies inside the sphere and has no multipoles. $B$ is unaffected. The other two terms change by

$$\Delta\left[\tfrac12(A|A)\right]=(A|\delta)+\tfrac12(\delta|\delta),$$

$$\Delta\left[-\tfrac12(C|C)\right]=-(C|\delta)-\tfrac12(\delta|\delta).$$

The self-energy of $\delta$ cancels identically, whatever its size. What remains is

$$\Delta E=(A-C|\delta)=(\tilde n-\tilde n^1|\delta).$$

Outside the sphere $\tilde n-\tilde n^1$ is just $\tilde n$, but there $v_\delta=0$ by the multipole expansion. Inside, the difference vanishes for a complete projection. So "only the multipoles matter" joins two facts: multipoles control the interaction with everything outside, and the radial-grid term removes the shape dependence inside.

**Q:** What do the nuclei, core electrons and neighbouring atoms do to this argument?

**A:** A fixed smooth ionic charge is added to both $A$ and $C$, so it drops out of $A-C$. The derivation of $\Delta E$ is unchanged. For the full energy, the true nucleus and core are added to $B$, and the smooth ionic charge must have their multipoles.

With several atoms, $D=\sum_a D_a$. If the spheres do not overlap, $(D_a|D_b)=0$ for $a\ne b$, because the potential of $D_a$ vanishes where $D_b$ lives. In sphere $a$ the grid charge equals $C_a$, so each atom contributes its own $\tfrac12(B_a|B_a)-\tfrac12(C_a|C_a)$.

Overlap spoils this. Two spherical unit compensation charges with profile proportional to $(1-r^2/s^2)^3$ and radius $s=0.1$ nm, placed 0.25 nm apart, interact as point charges to within rounding. At 0.12 nm the interaction is 0.032 eV below the point-charge value of $1.440/0.12=12.0$ eV.

**Q:** I would like to see the cancellation on a real atom.

**A:** Take the 3s and 3p orbitals of the chloride anion from nonrelativistic restricted Hartree–Fock in the aug-cc-pVTZ basis. Pseudize them inside $r_c=0.1$ nm, replacing each radial function by $r^l(a+br^2+cr^4)$ with value, slope and curvature matched at $r_c$, and remove one 3p$_z$ electron with the orbitals frozen. This gives a 3s²3p⁵ valence density with a monopole and a quadrupole to compensate. It is not the relaxed neutral atom, and the energies below are valence Hartree energies, not total energies.

The pseudo 3s orbital lacks $-0.120$ electron inside the sphere, so it holds too much charge there. Each pseudo 3p orbital lacks $0.082$. The compensation monopole is

$$2(-0.1199)+5(0.0823)=0.172\ \text{electrons}.$$

For the blob I use radial factors proportional to $r^L(1-r^2/s^2)^3$ for $r<s$ and zero beyond. The soft version has $s=0.1$ nm, the hard one $s=0.05$ nm. In eV:

| Term | Soft | Hard |
|---|---:|---:|
| $+\frac12(A|A)$ | 323.257 | 325.219 |
| $-\frac12(C|C)$ | −156.930 | −158.891 |
| $+\frac12(B|B)$ | 155.182 | 155.182 |
| Sum | 321.509 | 321.509 |

Squeezing the blob raises the grid term by 1.961 eV and lowers the radial term by the same amount. The sum, 321.509 eV or 11.8153 hartree, agrees with the Hartree energy of the all-electron valence density from analytic Gaussian Coulomb integrals; the test tolerance was $10^{-5}$ eV. Analytic here refers to the integrals: the orbitals keep the limits of Hartree–Fock and of the basis. The digits belong to aug-cc-pVTZ. In aug-cc-pVQZ and aug-cc-pV5Z the sum is 321.527 and 321.531 eV, the monopole 0.151 and 0.157 electron, and the change on squeezing 1.70 and 1.78 eV; the error from a 10 percent monopole deficit quoted below becomes 0.47 and 0.49 eV. The cancellation holds in each basis.

With a smooth spherical ionic charge of $+7e$, of the same profile with $s=0.075$ nm, added to $A$ and $C$, the same squeeze changes the grid term by $-11.554$ eV. The sum still does not move beyond rounding.

**Q:** How can I break it?

**A:** First, spoil a multipole. Then $D$ has a field outside. Repeating the expansion without setting $(A|D)=(C|D)$ gives

$$E-E_H[n]=(C|D)-(A|D)=-(A-C|D).$$

For a complete projection, $A-C$ is the electron density outside the sphere. If the compensation monopole is 10 percent too small, $D$ carries a positive excess of $0.017$ electron number. Its missing repulsion with the outer electrons makes the PAW energy too low, by 0.533 eV. Leaving out the quadrupole costs less here: the error is $-0.0126$ eV.

Second, spoil the projection. I added to each pseudo 3p radial function a part inside the sphere that its projector does not see, with squared norm 0.01. The projector is proportional to $(1-r^2/r_c^2)$ times the pseudo 3p function, and the added part is proportional to $r(1-\lambda r^2)(1-r^2/r_c^2)^3$, with $\lambda$ fixed by orthogonality to the projector. Then $\tilde n\ne\tilde n^1$, and going from the soft to the hard blob changes the PAW energy by $-0.199$ eV. The value of $(\tilde n-\tilde n^1|\delta)$ is also $-0.199$ eV. A squared norm of 1 percent is an amplitude of 10 percent, and the density error contains a cross term linear in that amplitude. Here the linear term gives $-0.279$ eV and the quadratic term $+0.079$ eV. The norm does not fix the sign of the added part: with the opposite sign the shift is $+0.358$ eV. The norm does not fix the size either: with the weight $(1-r^2/r_c^2)$ in the projector replaced by 1 the two shifts are $-0.233$ and $+0.419$ eV, and with its cube they are $-0.117$ and $+0.205$ eV. A shape dependence in this PAW term is therefore a symptom of incomplete projection, once multipoles, overlap and grid are in order.

**Q:** If the shape is irrelevant, why prefer a soft blob?

**A:** Because the grid must represent it. In reciprocal space,

$$\tfrac12(A|A)=\frac{e^2}{2\varepsilon_0}\int\frac{d^3q}{(2\pi)^3}\,\frac{|A(\mathbf q)|^2}{q^2}.$$

The integrand is nonnegative, so a cutoff can only lose energy. The radial term still subtracts the full blob, and the lost piece is not given back.

A wavefunction cutoff of 400 eV corresponds to $k=\sqrt{2m_e E_{\rm cut}}/\hbar=102.5\ \mathrm{nm^{-1}}$. Products of two wavefunctions reach $2k=204.9\ \mathrm{nm^{-1}}$, which I use as the density cutoff. The grid term then misses $8\times10^{-8}$ eV with the soft blob and $2.2\times10^{-4}$ eV with the hard one. The first figure is set mostly by the pseudo density, which alone loses $1.2\times10^{-7}$ eV, against $2\times10^{-8}$ eV for the soft blob alone; the second is almost entirely the blob's. With the true augmentation charge $n^1-\tilde n^1$ in place of the blob, it misses $7.0\times10^{-3}$ eV. These are losses for an isolated atom at this cutoff, not complete convergence errors of a solid-state calculation.

**Q:** Ultrasoft pseudopotentials also add augmentation charges with the right multipoles. Where does their argument differ?

**A:** They keep $\tfrac12(A|A)$ but do not recompute the radial-grid terms for the actual occupancies. Call those terms

$$W(\rho)=\tfrac12(B|B)-\tfrac12(C|C).$$

At fixed $\tilde n$, differentiating the PAW energy gives the strength of the nonlocal potential:

$$\frac{\partial E}{\partial\rho_{ij}}=(A|\hat Q_{ij})+\frac{\partial W}{\partial\rho_{ij}},\qquad \hat Q_{ij}=\frac{\partial\hat n}{\partial\rho_{ij}} .$$

When an ultrasoft potential is generated, the screening part $(A|\hat Q_{ij})$ is subtracted in a reference atomic configuration $\rho^0$. The remainder is stored as a fixed number. In the later calculation $(A|\hat Q_{ij})$ is updated, but the stored number is not. With $\Delta\rho=\rho-\rho^0$, the Hartree part is thus

$$E_{\rm US}=\tfrac12(A|A)+W(\rho^0)+\sum_{ij}\left.\frac{\partial W}{\partial\rho_{ij}}\right|_{\rho^0}\Delta\rho_{ij}.$$

**Q:** So the cancellation is simply absent?

**A:** Not entirely. It survives to first order and fails at second. $B$ and $C$ are linear in $\rho$, so write $B=B_0+\Delta B$ and $C=C_0+\Delta C$:

$$\begin{aligned}
W(\rho)={}&W(\rho^0)+(B_0|\Delta B)-(C_0|\Delta C)\\
&+\tfrac12(\Delta B|\Delta B)-\tfrac12(\Delta C|\Delta C).
\end{aligned}$$

The ultrasoft form keeps the first line and drops the second. For a complete projection its error relative to the all-electron Hartree energy is

$$E_{\rm US}-E_H=\tfrac12(\Delta C|\Delta C)-\tfrac12(\Delta B|\Delta B).$$

No higher terms exist, because the Hartree energy is quadratic. A fixed ionic charge is absent from $\Delta B$ and $\Delta C$, so it adds nothing.

Now let the shape change alter $\Delta\hat n$ by $\Delta\delta$. Then

$$\Delta E_{\rm US}=(\Delta C|\Delta\delta)+\tfrac12(\Delta\delta|\Delta\delta).$$

These terms come from the grid energy, and their radial-grid partners are the ones that were dropped. Matching multipoles does not make them vanish, since they describe interactions inside the sphere.

**Q:** What does that do to the chlorine example?

**A:** Use the closed-shell 3s²3p⁶ configuration as the reference and remove one 3p$_z$ electron, or half of one. The errors relative to the all-electron Hartree energy are:

| Augmentation charge | Half hole (eV) | One hole (eV) |
|---|---:|---:|
| Soft, $s=0.1$ nm | 0.0013 | 0.0051 |
| Medium, $s=0.075$ nm | 0.0250 | 0.1001 |
| Hard, $s=0.05$ nm | 0.0822 | 0.3289 |
| True | 0.0000 | 0.0000 |

Halving the hole divides each nonzero error by four, as a quadratic term must. The first derivative at the reference is $-101.143$ eV per hole for every shape, equal to the all-electron value. The shape dependence that remains for one hole is $0.3289-0.0051=0.324$ eV, against 1.961 eV in the grid term alone. These errors shift with the basis: for one hole the soft, medium and hard values are 0.0023, 0.093 and 0.306 eV in aug-cc-pVQZ and 0.0036, 0.097 and 0.319 eV in aug-cc-pV5Z, in the same order.

To see the scale, compare the true energy change with its linear estimate:

$$(321.509-416.018)-(-101.143)=6.634\ \text{eV}.$$

This is the Coulomb self-energy of the removed 3p$_z$ density. The ultrasoft functional comes close to it because $\tfrac12(A|A)$ is still evaluated in full: adding the one-hole errors from the table, its quadratic term is 6.639 eV for the soft blob, 6.734 eV for the medium one and 6.963 eV for the hard one, too large in each case. Only the on-site correction to this quadratic term is missing.

**Q:** The soft charge does better than the hard one. I expected softness to be what hurts.

**A:** The formula does not penalize softness as such. It compares two self-energies, those of $\Delta C$ and $\Delta B$. In this example the soft blob makes them nearly equal, while squeezing it raises the self-energy of $\Delta C$. That is a property of this orbital, sphere and blob, not a guarantee: another change of occupancies, such as an s hole or an s–p mixture, has its own $\Delta B$ and $\Delta C$. For one 3s hole the order reverses: the error is 0.140 eV for the soft blob, 0.017 eV for the medium one and $-0.012$ eV for the hard one.

One choice that removes the error for every $\Delta\rho$ is $\hat Q_{ij}=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j$ inside the sphere, for then $\Delta C=\Delta B$. This is the true augmentation charge, which lost the most energy at the grid cutoff above. A smoother charge with the right multipoles carries no such guarantee: its error vanishes only for those $\Delta\rho$ where $(\Delta C|\Delta C)$ equals $(\Delta B|\Delta B)$, and this has to be checked away from the reference configuration. PAW needs no such condition in the Hartree term, because it updates $W(\rho)$.

**Q:** Does the same reasoning cover exchange and correlation?

**A:** The multipole part does not, since a density functional such as the local density approximation has no corresponding theorem. If $\hat n$ is included there, a different argument applies. For a complete projection $A=C$ at every point in the sphere, so the local integrals over the sphere, $\int f(A)\,d^3r$ and $-\int f(C)\,d^3r$, cancel point by point. Freezing the on-site part removes that cancellation beyond first order as well, but the error is then not purely quadratic, because $f$ is not. The energies quoted here test the Hartree term alone.

## Numbers as computed

```
e^2/(4 pi eps0) = 1.439965 eV nm
sphere radius rc = 0.100 nm = 1.8897 bohr
missing norm of pseudo 3s = -0.11989 electrons
missing norm of pseudo 3p = 0.08230 electrons
compensation monopole, target = 0.17172 electrons
exact-integral Hartree energy, 3s2 3p6 = 416.01821 eV
exact-integral Hartree energy, 3s2 3p5 = 321.50939 eV
same, target, in hartree = 11.815252 hartree
[soft] support radius: 0.100 nm
  +(A|A)/2 = 323.25723 eV, -(C|C)/2 = -156.92957 eV
  +(B|B)/2 = 155.18173 eV, PAW sum = 321.50939 eV
  ultrasoft error: one hole 0.00506 eV, half hole 0.00127 eV
  (A|A)/2 missed by the grid cutoff = 8.049e-08 eV
[medium] support radius: 0.075 nm
  +(A|A)/2 = 324.23086 eV, -(C|C)/2 = -157.90320 eV
  +(B|B)/2 = 155.18173 eV, PAW sum = 321.50939 eV
  ultrasoft error: one hole 0.10005 eV, half hole 0.02501 eV
  (A|A)/2 missed by the grid cutoff = 1.741e-06 eV
[hard] support radius: 0.050 nm
  +(A|A)/2 = 325.21865 eV, -(C|C)/2 = -158.89099 eV
  +(B|B)/2 = 155.18173 eV, PAW sum = 321.50939 eV
  ultrasoft error: one hole 0.32894 eV, half hole 0.08223 eV
  (A|A)/2 missed by the grid cutoff = 2.232e-04 eV
[true] support radius: none (true charge)
  +(A|A)/2 = 321.50939 eV, -(C|C)/2 = -155.18173 eV
  +(B|B)/2 = 155.18173 eV, PAW sum = 321.50939 eV
  ultrasoft error: one hole -0.00000 eV, half hole -0.00000 eV
  (A|A)/2 missed by the grid cutoff = 7.022e-03 eV
hard minus soft, (A|A)/2 = 1.96142 eV
hard minus soft, PAW sum = -5.7e-14 eV
hard minus soft, ultrasoft = 0.32388 eV
exact slope dE/d(hole) at reference = -101.14266 eV
ultrasoft slope, soft = -101.14266 eV
ultrasoft slope, hard = -101.14266 eV
with +7e ion, hard minus soft: (A|A)/2 -11.55359 eV, PAW sum 5.7e-14 eV
PAW error, monopole 10 percent too small = -0.53313 eV
PAW error, quadrupole left out = -0.01256 eV
norm of unseen p part = 0.010
incomplete projection, hard minus soft = -0.19941 eV
  predicted from (ps - ps_onsite | delta) = -0.19941 eV
wavefunction cutoff = 400 eV, k = 102.463 1/nm
density cutoff wavevector = 204.927 1/nm
unit pair at 0.25 nm minus point value = 2.4e-14 eV
unit pair at 0.12 nm minus point value = -0.03167 eV
```
